# Relaxation Time of a Conducting Sphere with a Thin Insulating Shell: a program that tests the result

```python
# Result under test: a sphere with a thin insulating shell relaxes with
#     tau = R C (1/sigma_in + 1/(2 sigma_out)).
# R: outer radius; C: shell capacitance per area; sigma_in, sigma_out:
# conductivities of the core and of the medium.
# Independent road: finite elements in r for the potential phi(r) cos(theta),
# from div[(sigma + s eps) grad phi] = 0, with a shell of finite thickness.
# Lengths in the finite-element part are in units of R.
import numpy as np
from scipy.linalg import eigh
from scipy.integrate import solve_bvp
from scipy.constants import epsilon_0, e, k as k_B, N_A, pi


def make_mesh(thickness, far, n):
    inner = np.linspace(0.0, 1.0 - thickness, n + 1)
    return np.concatenate([inner, np.geomspace(1.0, far, 4 * n + 1)])


def assemble(r, n, k_in, k_shell, k_out, sheet=0.0, open_space=True):
    """Matrix of the l=1 problem; the node at the centre is removed."""
    h = np.diff(r)
    k = np.concatenate([[k_in] * n, [k_shell], [k_out] * (len(h) - n - 1)])
    radial = k * (r[1:]**3 - r[:-1]**3) / (3 * h**2)
    angular = k * h / 3
    diagonal = np.zeros(len(r), dtype=k.dtype)
    diagonal[:-1] += radial + 2 * angular
    diagonal[1:] += radial + 2 * angular
    off = angular - radial
    matrix = np.diag(diagonal) + np.diag(off, 1) + np.diag(off, -1)
    matrix[n + 1, n + 1] += 2 * sheet          # conducting sheet at r = R
    if open_space:                             # dipole field beyond the mesh
        matrix[-1, -1] += 2 * k_out * r[-1]
    return matrix[1:, 1:]


def decay_rates(s_in, s_out, cr, eps_in=None, eps_out=None, thickness=1e-4,
                leak=0.0, sheet=0.0, fraction=0.0, n=60):
    """All decay rates. cr = C R, leak = G R, sheet = K/R.
    fraction > 0: capsule in a spherical cell with fixed wall potential.
    One element spans the thin shell, so no charge is stored inside it."""
    eps_in = 1e-4 * cr if eps_in is None else eps_in
    eps_out = 1e-4 * cr if eps_out is None else eps_out
    free = fraction == 0.0
    r = make_mesh(thickness, 3.0 if free else fraction**(-1 / 3), n)
    conduct = assemble(r, n, s_in, leak * thickness, s_out, sheet, free)
    store = assemble(r, n, eps_in / cr, thickness, eps_out / cr, 0.0, free)
    if not free:
        conduct, store = conduct[:-1, :-1], store[:-1, :-1]
    return eigh(conduct, store, eigvals_only=True) / cr


def slow_time(*args, **kwargs):
    return 1 / decay_rates(*args, **kwargs)[0]


def close(a, b, tolerance):
    assert abs(a - b) <= tolerance * abs(b), (a, b, tolerance)


def resistivity_sum(s_in, s_out):
    return 1 / s_in + 1 / (2 * s_out)


# Relaxation time for several conductivity pairs (residual: thickness and
# bulk permittivity, each set to 1e-4 of the leading scale).
worst = 0.0
for s_in, s_out in [(1, 0.1), (0.1, 1), (1, 1), (5, 0.02)]:
    found = slow_time(float(s_in), float(s_out), 1.0)
    expected = resistivity_sum(s_in, s_out)
    close(found, expected, 1e-3)
    worst = max(worst, abs(found / expected - 1))

# Example: rough values for a polymer-walled capsule of brine in weak brine.
radius, wall = 50e-6, 50e-9
eps_wall, eps_water = 2.5 * epsilon_0, 78 * epsilon_0
sigma_in, sigma_out = 1.0, 0.1
p, field, temperature = 0.02, 1000.0, 298.15
wall_sigma, surface_K, diffusion = 1e-8, 1e-9, 1.6e-9
strength, warming_coefficient, warming = 1e8, 0.02, 10.0
C = eps_wall / wall
CR = C * radius
rho = resistivity_sum(sigma_in, sigma_out)
tau = CR * rho

# Driven response: shell voltage, dipole factor and dilute mixture law.
n, thin = 60, 1e-5
for omega_tau in (0.1, 1.0, 10.0):
    omega = omega_tau / tau
    k_shell = 1j * omega * CR * thin
    r = make_mesh(thin, 3.0, n)
    matrix = assemble(r, n, sigma_in, k_shell, sigma_out)
    drive = np.zeros(len(r) - 1, dtype=complex)
    drive[-1] = -3 * sigma_out * r[-1]**2
    phi = np.linalg.solve(matrix, drive)
    voltage = phi[n - 1] - phi[n]
    dipole = (phi[-1] + r[-1]) * r[-1]**2
    close(voltage, 1.5 / (1 + 1j * omega_tau), 1e-3)
    debye = 1j * omega * 0.75 * CR / sigma_out / (1 + 1j * omega_tau)
    close(dipole, -0.5 + debye, 1e-3)
    # Effective admittivity of a cell holding the volume fraction 0.001.
    small = 1e-3
    r = make_mesh(thin, small**(-1 / 3), n)
    matrix = assemble(r, n, sigma_in, k_shell, sigma_out, 0.0, False)
    edge = r[-1]
    inside = np.linalg.solve(matrix[:-1, :-1], -matrix[:-1, -1] * edge)
    flux = matrix[-1, :-1] @ inside + matrix[-1, -1] * edge
    k_eff = flux / edge**2
    # Terms of second order in the volume fraction remain: about 1e-3.
    close((k_eff / sigma_out - 1) / (3 * small), dipole, 3e-3)

# Bulk permittivities: two relaxation modes and the first-order shift.
quadratic = [CR * 3 * eps_water + 2 * eps_water**2,
             CR * (2 * sigma_out + sigma_in)
             + 2 * eps_water * (sigma_in + sigma_out),
             2 * sigma_in * sigma_out]
roots = np.sort(-np.roots(quadratic).real)
tau_slow, tau_fast = 1 / roots[0], 1 / roots[1]
rates = decay_rates(sigma_in, sigma_out, CR, eps_water, eps_water)
close(1 / rates[0], tau_slow, 1e-3)
close(rates[np.argmin(abs(rates - roots[1]))], roots[1], 2e-3)
bulk_shift = eps_water * (1 / sigma_in**2 + 1 / (2 * sigma_out**2)) / rho
close(tau + bulk_shift, tau_slow, 3e-3)

# Leakage, surface conduction and crowding, on cases with large effects.
close(slow_time(1.0, 0.1, 1.0, leak=0.5 / rho), rho / 1.5, 1e-3)
close(slow_time(1.0, 0.1, 1.0, sheet=0.05),
      resistivity_sum(1.0, 0.15), 1e-3)
close(slow_time(1.0, 0.1, 1.0, fraction=0.3),
      1 / 1.0 + (1 - 0.3) / (2 + 0.3) / 0.1, 1e-3)

# Double-layer capacitance eps/lambda_D from the nonlinear equation
# u'' = sinh(u), u in thermal volts, x in Debye lengths.
wall_u = 0.1
x = np.linspace(0, 12, 200)
guess = np.array([wall_u * np.exp(-x), -wall_u * np.exp(-x)])
layer = solve_bvp(lambda x, y: np.array([y[1], np.sinh(y[0])]),
                  lambda a, b: np.array([a[0] - wall_u, b[0]]),
                  x, guess, tol=1e-6)
assert layer.success
close(-layer.sol(0)[1] / wall_u, 1.0, 1e-3)


def ion_density(sigma):
    return sigma * k_B * temperature / (2 * e**2 * diffusion)


def debye_length(sigma):
    return np.sqrt(eps_water * k_B * temperature
                   / (2 * ion_density(sigma) * e**2))


lam_in, lam_out = debye_length(sigma_in), debye_length(sigma_out)
C_total = 1 / (1 / C + (lam_in + lam_out) / eps_water)
osmotic = 2 * k_B * temperature * (ion_density(sigma_in)
                                   - ion_density(sigma_out))

# Sizes of the neglected effects for the example.
t_rel = wall / radius
thick_shift = (slow_time(sigma_in, sigma_out, CR, thickness=t_rel)
               / slow_time(sigma_in, sigma_out, CR, thickness=1e-5) - 1)
leak = wall_sigma / wall * radius
leak_shift = 1 / (1 + leak * rho) - 1
sheet = surface_K / radius
sheet_shift = resistivity_sum(sigma_in, sigma_out + sheet) / rho - 1
crowd = 1 / sigma_in + (1 - p) / (2 + p) / sigma_out
crowd_shift = crowd / rho - 1
warm_shift = 1 / (1 + warming_coefficient * warming) - 1
full = dict(eps_in=eps_water, eps_out=eps_water, thickness=t_rel,
            leak=leak, sheet=sheet, fraction=p)
tau_full = slow_time(sigma_in, sigma_out, C_total * radius, **full)
tau_fine = slow_time(sigma_in, sigma_out, C_total * radius, n=120, **full)
close(tau_full, tau_fine, 1e-3)
V_pole = 1.5 * field * radius
layer_drop = C_total * V_pole * lam_out / eps_water


def show(label, value, unit, digits=4):
    print(f"{label}: {value:.{digits}g} {unit}")


show("largest deviation, four test pairs", 100 * worst, "%", 2)
print("INPUTS (rough typical values)")
show("outer radius R", radius * 1e6, "um")
show("wall thickness d", wall * 1e9, "nm")
show("wall relative permittivity", eps_wall / epsilon_0, "(none)")
show("water relative permittivity", eps_water / epsilon_0, "(none)")
show("sigma_in", sigma_in, "S/m")
show("sigma_out", sigma_out, "S/m")
show("volume fraction p", p, "(none)")
show("applied field", field / 100, "V/cm")
show("temperature", temperature, "K", 5)
show("wall conductivity", wall_sigma, "S/m")
show("surface conductance K", surface_K, "S")
show("ion diffusion coefficient", diffusion, "m2/s")
show("wall breakdown field", strength / 1e8, "MV/cm")
print("RESULTS")
show("shell capacitance C", C * 100, "uF/cm2")
show("product R C", CR, "F/m")
show("interior part of tau", CR / sigma_in * 1e9, "ns")
show("exterior part of tau", CR / (2 * sigma_out) * 1e9, "ns")
show("relaxation time tau", tau * 1e9, "ns")
show("relaxation frequency", 1 / (2 * pi * tau) / 1e6, "MHz")
show("relative permittivity step", 2.25 * p * CR / epsilon_0, "(none)")
show("conductivity step", 2.25 * p * CR / tau, "S/m")
show("low-frequency conductivity", sigma_out * (1 - 1.5 * p), "S/m")
show("shell voltage at pole", V_pole * 1e3, "mV")
show("shell field at pole", V_pole / wall / 1e8, "MV/cm")
print("NEGLECTED EFFECTS")
show("ratio eps_water/(R C)", eps_water / CR, "(none)", 3)
show("first-order bulk shift", bulk_shift * 1e9, "ns", 3)
show("slow root with bulk permittivity", tau_slow * 1e9, "ns")
show("fast root with bulk permittivity", tau_fast * 1e9, "ns", 3)
show("tau shift, bulk permittivity", 100 * (tau_slow / tau - 1), "%", 3)
show("tau shift, wall thickness", 100 * thick_shift, "%", 2)
show("tau shift, wall leakage", 100 * leak_shift, "%", 2)
show("tau shift, surface conduction", 100 * sheet_shift, "%", 2)
show("tau shift, crowding (Maxwell)", 100 * crowd_shift, "%", 3)
show("Debye length inside", lam_in * 1e9, "nm", 3)
show("Debye length outside", lam_out * 1e9, "nm", 3)
show("tau shift, double layers", 100 * (C_total / C - 1), "%", 2)
show("outer double-layer voltage", layer_drop * 1e3, "mV", 2)
show("thermal voltage", k_B * temperature / e * 1e3, "mV", 3)
show("assumed conductivity rise", 100 * warming_coefficient, "%/K", 2)
show("tau shift, 10 K warming", 100 * warm_shift, "%", 3)
show("tau, linear corrections together", tau_full * 1e9, "ns")
show("its total shift", 100 * (tau_full / tau - 1), "%", 3)
show("its mesh-halving shift", 100 * (tau_fine / tau_full - 1), "%", 2)
show("applied field at wall breakdown",
     strength * wall / (1.5 * radius) / 100, "V/cm", 3)
show("ion diffusion time R^2/D", radius**2 / diffusion, "s", 3)
show("salt density inside", ion_density(sigma_in) / N_A, "mM", 3)
show("salt density outside", ion_density(sigma_out) / N_A, "mM", 3)
show("osmotic pressure to balance", osmotic / 1e5, "bar", 3)
print("all good")
```

It prints:

```
largest deviation, four test pairs: 0.0088 %
INPUTS (rough typical values)
outer radius R: 50 um
wall thickness d: 50 nm
wall relative permittivity: 2.5 (none)
water relative permittivity: 78 (none)
sigma_in: 1 S/m
sigma_out: 0.1 S/m
volume fraction p: 0.02 (none)
applied field: 10 V/cm
temperature: 298.15 K
wall conductivity: 1e-08 S/m
surface conductance K: 1e-09 S
ion diffusion coefficient: 1.6e-09 m2/s
wall breakdown field: 1 MV/cm
RESULTS
shell capacitance C: 0.04427 uF/cm2
product R C: 2.214e-08 F/m
interior part of tau: 22.14 ns
exterior part of tau: 110.7 ns
relaxation time tau: 132.8 ns
relaxation frequency: 1.198 MHz
relative permittivity step: 112.5 (none)
conductivity step: 0.0075 S/m
low-frequency conductivity: 0.097 S/m
shell voltage at pole: 75 mV
shell field at pole: 0.015 MV/cm
NEGLECTED EFFECTS
ratio eps_water/(R C): 0.0312 (none)
first-order bulk shift: 5.87 ns
slow root with bulk permittivity: 138.7 ns
fast root with bulk permittivity: 1.69 ns
tau shift, bulk permittivity: 4.45 %
tau shift, wall thickness: -0.082 %
tau shift, wall leakage: -0.006 %
tau shift, surface conduction: -0.017 %
tau shift, crowding (Maxwell): -2.48 %
Debye length inside: 1.05 nm
Debye length outside: 3.32 nm
tau shift, double layers: -0.28 %
outer double-layer voltage: 0.16 mV
thermal voltage: 25.7 mV
assumed conductivity rise: 2 %/K
tau shift, 10 K warming: -16.7 %
tau, linear corrections together: 134.9 ns
its total shift: 1.58 %
its mesh-halving shift: 0.00088 %
applied field at wall breakdown: 667 V/cm
ion diffusion time R^2/D: 1.56 s
salt density inside: 83.2 mM
salt density outside: 8.32 mM
osmotic pressure to balance: 3.71 bar
all good
```
